\section*{A Hermitian box scheme for subbands with position-dependent mass}

\section{The decision: where the nodes go}

Before computing subbands in a layered channel, one must choose a mesh width and decide how the masses and band edges are assigned to the mesh. Suppose the second level of the three-layer structure treated below is wanted with a discretisation error under 0.1 meV. With nodes on the interfaces and a flux-conserving scheme, cells just under 0.12 nm wide suffice, some 200 in all. If the mesh is uniform from wall to wall but misses the interfaces, which then lie one third of a cell from a node on opposite sides, and the material is sampled at cell midpoints, more than 6000 cells are needed. If the derivative of $1/m$ is expanded before it is discretised, refining the mesh does not help at these abrupt interfaces: with the mean of $1/m$ on the interface nodes, the level converges to a value almost 4 meV too low.

The model is a single parabolic band in the effective-mass approximation, with hard walls at $z=0$ and $z=L$:
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)+V\psi=E\psi,
\qquad \psi(0)=\psi(L)=0. \label{eq:model}
\end{equation}
The mass $m>0$ and the potential $V$ are constant in each layer. At an interface $\psi$ and $J=\psi'/m$ are continuous, so $\psi'$ jumps. The functions $\psi$ are real and $\int\psi^2dz=1$.

\section{What the expanded derivative does}

Write $a=1/m$. The product rule turns $(a\psi')'$ in the kinetic term into $a\psi''+a'\psi'$. Central differences on a uniform mesh of width $h$ give
\begin{equation}
-\frac{\hbar^2}{2h^2}\left[(a_i+g_i)(\psi_{i+1}-\psi_i)-(a_i-g_i)(\psi_i-\psi_{i-1})\right]
+(V_i-E)\psi_i=0,
\end{equation}
with $g_i=(a_{i+1}-a_{i-1})/4$. The matrix element from $i+1$ to $i$ contains $a_i+g_i$, while the reverse one contains $a_{i+1}-g_{i+1}$. These generally differ when the mass varies, so the matrix is not symmetric.

The eigenvalues need not reveal this. If each product of opposite off-diagonal elements is positive, a diagonal rescaling makes a real tridiagonal matrix symmetric, and its eigenvalues are real. The harm lies in the interface condition. Put an abrupt interface at node 0, with $a_0=(a_L+a_R)/2$. As $h\to0$ the potential term is of order $h^2$ compared with differences of order $h$, so each row fixes the ratio of successive differences. Three rows feel the jump, and the slope ratio becomes
\begin{equation}
\frac{\psi'_R}{\psi'_L}\to\prod_{i=-1}^{1}\frac{a_i-g_i}{a_i+g_i},
\qquad\text{instead of}\qquad \frac{a_L}{a_R}=\frac{m_R}{m_L}.
\end{equation}
For masses $0.15$ and $0.05\,m_e$, the values of $a$ in units of $1/m_e$ are 6.667, 13.333 and 20, and those of $g$ are 1.667, 3.333 and 1.667. The product is $0.6\times0.6\times0.8462=0.3046$; the correct ratio is $0.3333$. The wrong value depends on the choice of $a_0$. With $a_0=a_L$ or $a_0=a_R$ only two rows feel the jump, each with $g=3.333$, and the ratio is $\tfrac13\times\tfrac57=0.2381$. The fault belongs to abrupt steps: for a smooth mass profile that the mesh resolves, central differences of the expanded form are consistent and converge to the correct levels.

For weak contrast the fault is small. Let $x=(a_R-a_L)/a_0$. The three ratios $g_i/a_i$ are $(x/8)/(1-x/2)$, $x/4$ and $(x/8)/(1+x/2)$. Since $\ln[(1-y)/(1+y)]=-2y-2y^3/3-\cdots$, the logarithm of the imposed ratio is $-x-53x^3/384+O(x^5)$. That of the correct ratio is $\ln[(1-x/2)/(1+x/2)]=-x-x^3/12+O(x^5)$. They differ by $-7x^3/128$ at leading order, so a check with nearly equal masses can miss the error.

\section{Balance the flux instead}

The cure is to leave the derivative of $J$ intact. Let nodes $z_0=0,\dots,z_N=L$ include every interface. Cell $j$ lies between $z_j$ and $z_{j+1}$ and has width $h_j$, mass $m_j$ and potential $V_j$. Integrate \eqref{eq:model} over the box between the midpoints of the cells adjoining node $i$:
\begin{equation}
-\frac{\hbar^2}{2}\left(J_{i+1/2}-J_{i-1/2}\right)+\int_{\rm box}(V-E)\psi\,dz=0.
\end{equation}
No derivative of $m$ appears. Each face lies inside one material, where $J\simeq(\psi_{j+1}-\psi_j)/(m_jh_j)$. Replacing $\psi$ by $\psi_i$ in the remaining integral gives
\begin{equation}
-t_i(\psi_{i+1}-\psi_i)+t_{i-1}(\psi_i-\psi_{i-1})+w_i\bar V_i\psi_i=E_hw_i\psi_i,
\label{eq:box}
\end{equation}
\begin{equation}
t_j=\frac{\hbar^2}{2m_jh_j},\quad
w_i=\frac{h_{i-1}+h_i}{2},\quad
\bar V_i=\frac{h_{i-1}V_{i-1}+h_iV_i}{2w_i}.
\end{equation}
For constant mass and uniform cells this is the usual three-point formula.

\subsection{Hermiticity}

Write \eqref{eq:box} as $A\psi=E_hW\psi$, with $W=\mathrm{diag}(w_i)$ and $\Delta\psi_j=\psi_{j+1}-\psi_j$. Multiply by $\phi_i^*$, where $\phi_0=\phi_N=0$, and sum. Each face term occurs twice, in the rows on its two sides, so
\begin{equation}
\phi^\dagger A\psi=\sum_{j=0}^{N-1}t_j\,\Delta\phi_j^*\,\Delta\psi_j
+\sum_{i=1}^{N-1}w_i\bar V_i\phi_i^*\psi_i .
\end{equation}
Exchanging $\phi$ and $\psi$ gives the complex conjugate, hence $A$ is Hermitian. On an uneven mesh $W^{-1}A$ is in general not a symmetric matrix: its opposite elements are $-t_i/w_i$ and $-t_i/w_{i+1}$. It is Hermitian in the inner product $\sum_iw_i\phi_i^*\psi_i$. For a standard solver use $W^{-1/2}AW^{-1/2}$, whose off-diagonal elements are $-t_i/\sqrt{w_iw_{i+1}}$.

The weights also carry the probability. If $i\hbar W\dot\psi=A\psi$, then $d(\psi^\dagger W\psi)/dt=(\psi^\dagger A\psi-\psi^\dagger A^\dagger\psi)/(i\hbar)=0$.

\section{Why the levels converge at second order}

Let $h$ now be the largest cell width. Add a constant to $V$ so that $V\ge0$; this shifts $E$ and $E_h$ equally. For nodal values $u_i$ vanishing at the walls, define
\begin{equation}
T_h=\sum_jt_j(\Delta u_j)^2,\qquad
N_h=\sum_jh_j\frac{u_j^2+u_{j+1}^2}{2}.
\end{equation}
The potential energy is the sum in $N_h$ with each cell weighted by $V_j$. The min-max principle compares the levels from both sides.

First join the nodal values by straight lines. The result $U$ is an admissible trial function; continuity of $J$ is not required of trial functions. Its kinetic energy is $T_h$, because its slope in a cell is $\Delta u_j/h_j$. Its norm follows from
\begin{equation}
\int_{\rm cell}U^2dz=\frac{h_j}{3}(u_j^2+u_ju_{j+1}+u_{j+1}^2)
=h_j\frac{u_j^2+u_{j+1}^2}{2}-\frac{h_j(\Delta u_j)^2}{6}.
\end{equation}
The potential energy can therefore only fall. In the span of the first $k$ discrete states $T_h\le E_{h,k}N_h$, so the loss of norm obeys
\begin{equation}
\sum_j\frac{h_j(\Delta u_j)^2}{6}\le\frac{h^2}{6}\,\frac{2m_{\max}}{\hbar^2}T_h
\le\frac{h^2m_{\max}E_{h,k}}{3\hbar^2}N_h .
\end{equation}
While the following denominator is positive,
\begin{equation}
E_k\le\frac{E_{h,k}}{1-h^2m_{\max}E_{h,k}/(3\hbar^2)}. \label{eq:lower}
\end{equation}

For the opposite bound, sample a function $f$ from the span of the first $k$ exact states. By the Cauchy--Schwarz inequality, $(\Delta f_j)^2=(\int_{\rm cell}f'dz)^2\le h_j\int_{\rm cell}f'^2dz$, so sampling does not raise the kinetic energy. The norm and potential energy are trapezoid sums. In a cell without a kink the trapezoid error is at most $(h_j^2/8)\int_{\rm cell}|(f^2)''|dz$. In this finite-dimensional span the integrals add up to at most $B_k\int f^2dz$, with $B_k$ independent of $h$. Hence, for small enough $h$,
\begin{equation}
E_{h,k}\le\frac{E_k+V_{\max}B_kh^2/8}{1-B_kh^2/8}=E_k+O(h^2).
\end{equation}
This keeps $E_{h,k}$ bounded, and \eqref{eq:lower} then gives $E_{h,k}=E_k+O(h^2)$. Alignment entered because each cell then has a single mass and a single potential, so the discrete kinetic and potential sums refer to the true structure. A kink inside a cell would by itself add only $O(h^2)$ to the trapezoid error.

\section{The size and sign of the error}

The order alone does not choose a mesh. Put the sampled exact state into \eqref{eq:box} and let $r=A\psi-EW\psi$, $q=V-E$. The midpoint flux is wrong by $O(h^2)$. Over the half-cell to the right of a node, $\int q\psi\,dz=q\psi_ih_i/2+q\psi'h_i^2/8+O(h_i^3)$; on the left the middle term changes sign. The $O(h^2)$ parts of $r_i$ are thus differences of cell quantities $F_j=O(h^2)$, and for any nodal vector $v$
\begin{equation}
v^Tr=\sum_jF_j\Delta v_j+O\Big(h^2\sum_iw_i|v_i|\Big)=O(h^2)\,\|v\|,
\end{equation}
where $\|v\|^2=v^TAv+\epsilon_0v^TWv$ with a fixed energy $\epsilon_0>0$. The last step uses $(\sum|\Delta v_j|)^2\le L\sum(\Delta v_j)^2/h_j$.

Expand $\psi=\sum_nc_nv_n$ in normalised discrete states, so that $(E_{h,n}-E)c_n=v_n^Tr$. Levels are simple, since two solutions vanishing at the left wall are proportional. The other discrete levels therefore stay a finite distance from $E=E_k$. Choosing $v=\sum_{n\ne k}\mathrm{sgn}(E_{h,n}-E)c_nv_n$ gives $\sum_{n\ne k}|E_{h,n}-E|c_n^2=O(h^2)\|v\|$. The left side is at least a fixed multiple of $\|v\|^2$, so $\|v\|=O(h^2)$. The Rayleigh quotient of the sampled state is quadratic in this admixture and differs from $E_{h,k}$ by $O(h^4)$.

It remains to expand that quotient. The exact state satisfies $\int[\hbar^2\psi'^2/(2m)+q\psi^2]dz=0$. Expansion about a cell midpoint gives
\begin{align}
\frac{(\Delta\psi_j)^2}{h_j}-\int_{\rm cell}\psi'^2dz&=-\frac{h_j^3}{12}\psi''^2+O(h_j^5),\\
h_j\frac{q\psi_j^2+q\psi_{j+1}^2}{2}-\int_{\rm cell}q\psi^2dz
&=\frac{h_j^3}{12}\,2q(\psi'^2+\psi\psi'')+O(h_j^5).
\end{align}
Multiply the first line by $\hbar^2/2m$ and use $\psi''=(2m/\hbar^2)q\psi$; its right side becomes $-h_j^3q\psi\psi''/12$. Adding the lines leaves $h_j^3(q\psi\psi''+2q\psi'^2)/12$, and summing over cells gives
\begin{equation}
E_h-E=\frac1{12}\int_0^L h(z)^2\left[\frac{2m}{\hbar^2}(V-E)^2\psi^2+2(V-E)\psi'^2\right]dz+O(h^4),
\label{eq:coefficient}
\end{equation}
where $h(z)$ is the local cell width. For uniform cells the leading error is $Ch^2$, and $(4E_{h/2}-E_h)/3$ removes it.

The sign depends on the state. In a hard-wall well with $V=0$ and wavenumber $k$, the two terms integrate to $k^2E-2k^2E$, so $E_h-E\simeq-\hbar^2k^4h^2/(24m)$: the level is too low. In a thick barrier $\psi'^2=\kappa^2\psi^2$, with $\kappa^2=2mq/\hbar^2$, and the bracket is $3q\kappa^2\psi^2>0$. Since the tail contains $\int\psi^2dz=\psi_I^2/(2\kappa)$, where $\psi_I$ is the interface value, the barrier adds $q\kappa\psi_I^2/8$ to $C$.

\section{A three-layer structure}

Take three layers, each 8 nm wide, with masses 0.15, 0.05 and $0.10\,m_e$ and potentials 600, 0 and 400 meV. These are round model parameters. Analytic propagation through the layers gives $E_1=54.129$ meV ($8.672\times10^{-21}$ J) and $E_2=224.456$ meV ($3.596\times10^{-20}$ J), the two levels below 400 meV.

For the second state the left barrier has $q=600-224.456=375.544$ meV. With $\hbar^2/2m_e=38.0998$ meV\,nm$^2$,
\begin{equation}
\kappa=\sqrt{\frac{0.15\times375.544}{38.0998}}=1.216\ \mathrm{nm^{-1}},\qquad
\frac{q\kappa\psi_I^2}{8}=\frac{375.544\times1.216\times0.11364}{8}=6.49
\end{equation}
in meV/nm$^2$, which agrees with the integrated layer part. The well contributes $-1.40$ and the right barrier $1.90$, so $C=6.99$ meV/nm$^2$. The barrier tails, not the oscillation in the well, set the mesh here. At $h=0.125$ nm the estimate is $6.985\times0.125^2=0.109$ meV, and the computed error is 0.109 meV. The tests confirm second order and the coefficient for both states. Extrapolation from 0.25 and 0.125 nm reduces the error of $E_2$ to about 0.001 meV.

The local form of \eqref{eq:coefficient} also holds with layer steps of 0.05, 0.025 and 0.08 nm. It predicts $6.487(0.05)^2-1.397(0.025)^2+1.896(0.08)^2=0.0275$ meV for the second state, as computed.

The expanded scheme tends instead to about 52.5 and 220.7 meV, in agreement with analytic levels computed from its wrong slope ratios.

\section{When an interface misses a node}

Midpoint sampling gives the whole cut cell to one material. The matrix is then that of an aligned structure whose interface has moved by a distance $s$, positive to the right. Let $\chi$ and $\tilde E$ belong to the moved structure, with mass $\tilde m$ and potential $\tilde V$. Multiply each equation by the other state, integrate by parts and subtract:
\begin{equation}
(\tilde E-E)\int\chi\psi\,dz=\int\left[(\tilde V-V)\chi\psi+\frac{\hbar^2}{2}\left(\frac1{\tilde m}-\frac1m\right)\chi'\psi'\right]dz.
\label{eq:compare}
\end{equation}
In the strip, for $s>0$, $\chi'\simeq m_LJ$ while $\psi'=m_RJ$. As $(1/m_L-1/m_R)m_Lm_R=m_R-m_L$,
\begin{equation}
\delta E=s\left[(V_L-V_R)\psi^2-\frac{\hbar^2}{2}(m_L-m_R)J^2\right]+O(s^2).
\end{equation}
The same formula holds for $s<0$. Since $s$ is a fraction of $h$, the error is first order unless the contributions cancel.

In the example the cuts move the interfaces by $-h/3$ and $+h/3$, widening the well. With masses in units of $m_e$, the printed $J^2$ values for the second state give
\begin{align}
\frac{\delta E}{h}={}&-\tfrac13\left[600(0.11364)-38.10(0.10)(7.468)\right]\nonumber\\
&+\tfrac13\left[-400(0.12725)+38.10(0.05)(5.864)\right]=-26.5\ \mathrm{meV/nm},
\end{align}
which the tests confirm. An error of 0.1 meV then requires $h\simeq0.0038$ nm. The two brackets are $+39.7$ and $-39.7$ meV/nm, because a rigid shift of the well between thick barriers hardly changes a bound level. If both interfaces are moved the same way by the same distance, the first-order terms therefore cancel almost exactly and the error is again set by the $h^2$ term.

If alignment is impossible, the cut cell can receive averages $\bar m$ and $\bar V$. In \eqref{eq:compare}, $\chi'\simeq\bar mJ$ and $\psi'=mJ$, so the mass term is $(\hbar^2/2)(m-\bar m)J^2$. Its leading integral over the cell vanishes when $\bar m$ is the mean of $m$; the mean of $1/m$ would not cancel it. The mean of $V$ cancels the potential term. What remains is $O(h^2)$, because $\psi$ and $J$ vary by $O(h)$ across the cell. At $h\simeq0.031$ nm the second level then errs by 0.023 meV, against $-0.818$ meV with sampling.

Aligned nodes can still be spoiled by a one-sided potential. Using $V_R$ at an interface node changes the half-box on its left and adds $(h/2)(V_R-V_L)\psi^2$ at leading order. For the second state the sum over interfaces is $\tfrac12[-600(0.11364)+400(0.12725)]=-8.64$ meV/nm, again a first-order error.

These error estimates require $h$ to be small compared with the layer widths, $1/k$ and $1/\kappa$. They measure the discretisation of \eqref{eq:model}, not the accuracy of the effective-mass model. That model error can be far larger than the 0.1 meV target: a well mass $m(1+\alpha E)$ with $\alpha$ between 0.5 and $1\ \mathrm{eV^{-1}}$ lowers $E_2$ of the example by 12 to 22 meV. If nonparabolicity makes $m$ depend on $E$, the matrix is Hermitian at each fixed real $E$, but different levels belong to different matrices and their orthogonality no longer follows. The numerical output lists the full sequence of aligned meshes and the three coarsest cut meshes.

\section*{Computed results}
\begin{verbatim}
hbar^2/(2 m_e) = 0.03809982 eV nm^2
layer widths (nm): [8. 8. 8.]
layer masses (m_e): [0.15 0.05 0.1 ]
layer potentials (eV): [0.6 0.  0.4]
analytic levels (meV): 54.128627 224.456470
analytic levels (J): 8.672362e-21 3.596189e-20
state 1: layer parts of C (meV/nm^2): 3.96017 0.04226 1.69561
  C (meV/nm^2): 5.69805
  interface psi^2 (1/nm): 0.039590 0.041163
  interface J^2 (1/nm^3): 3.781467 3.736775
state 2: layer parts of C (meV/nm^2): 6.48660 -1.39719 1.89571
  C (meV/nm^2): 6.98512
  interface psi^2 (1/nm): 0.113640 0.127253
  interface J^2 (1/nm^3): 7.467557 5.863600
uneven mesh, relative asymmetry without weights: 0.198
uneven mesh, weighted asymmetry below 1e-13: True
aligned: h (nm), E1, E2 (meV), error1, error2 (meV)
  0.50000 55.474781 226.120360 1.346154 1.663891
  0.25000 54.479568 224.887688 0.350941 0.431219
  0.12500 54.217330 224.565274 0.088703 0.108805
  0.06250 54.150864 224.483734 0.022237 0.027264
  0.03125 54.134190 224.463290 0.005563 0.006820
aligned orders, last two meshes: 1.9990 1.9992
error/h^2, finest (meV/nm^2): 5.69672 6.98377
extrapolated from h=0.25,0.125 nm (meV): 54.129917 224.457803
extrapolated orders, finest: 3.993 3.996
unequal layer steps (nm): [0.05  0.025 0.08 ]
  errors (meV): 0.020764 0.027462
  predicted (meV): 0.020779 0.027476
cut cells: h (nm), sampled errors, averaged errors (meV)
  0.12435 -0.680234 -3.150229 0.156682 0.344427
  0.06234 -0.364392 -1.615099 0.040504 0.089312
  0.03121 -0.188413 -0.817629 0.010297 0.022740
sampled orders, finest: 0.989 0.996
averaged orders, finest: 1.995 1.994
sampled error/h, limit (meV/nm): -6.2310 -26.4881
  predicted (meV/nm): -6.2311 -26.4881
one-sided V error/h (meV/nm): -3.6449 -8.6426
  predicted (meV/nm): -3.6444 -8.6414
slope ratios, true: 0.33333 2.00000
slope ratios, expanded scheme: 0.30462 2.04000
expanded matrix relative asymmetry: 0.0769
expanded scheme limit (meV): 52.51411 220.70611
wrong-ratio analytic levels (meV): 52.49892 220.68564
hard-wall well: width 8.0 nm, mass 0.05 m_e, h 1.0 nm
  box, exact, upper bound (meV): 116.00705 117.50943 119.02718
\end{verbatim}
